# Orbital dependence of DOCI and pair coupled cluster for two distant H2

**Q:** I run doubly occupied configuration interaction (DOCI) and pair coupled cluster doubles (pCCD) in canonical Hartree-Fock orbitals. CCD does not change when occupied orbitals are rotated among themselves, and pCCD is CCD with fewer amplitudes, so the choice should not matter. For two distant H2 molecules I expect twice the energy of one.

**A:** The invariance of CCD comes from the amplitudes that pCCD leaves out. CCD uses every double excitation. If the occupied orbitals are mixed by an orthogonal matrix, the reference determinant is unchanged: each spin contributes the same factor $\pm1$, and the product is $+1$. Each new double excitation is a linear combination of old ones, so the set of all doubles spans the same space. The excitation operator and the projected equations are then the same objects in new coordinates, and the energy is unchanged. Virtual rotations work the same way.

In pCCD both electrons leave one spatial orbital $i$ and enter one spatial orbital $a$:

$$T=\sum_{ia}t_i^a P_a^\dagger P_i,\quad P_i=a_{i\downarrow}a_{i\uparrow},\quad P_a^\dagger=a^\dagger_{a\uparrow}a^\dagger_{a\downarrow}.$$

DOCI is the variational counterpart: it diagonalises the Hamiltonian among all determinants without singly occupied spatial orbitals, the seniority-zero determinants. Take the bonding orbitals $g_A,g_B$ of the two molecules and rotate them, with real coefficients:

$$g_1=\cos\theta\,g_A+\sin\theta\,g_B,\quad g_2=-\sin\theta\,g_A+\cos\theta\,g_B.$$

Multiplying out the pair operators gives

$$P_{g1}=\cos^2\theta\,P_{gA}+\sin^2\theta\,P_{gB}+\sin\theta\cos\theta\,B_g,$$
$$P_{g2}=\sin^2\theta\,P_{gA}+\cos^2\theta\,P_{gB}-\sin\theta\cos\theta\,B_g,$$

where $B_g=a_{gA\downarrow}a_{gB\uparrow}+a_{gB\downarrow}a_{gA\uparrow}$ takes one electron from each molecule. It is not a pair operator of the old orbitals, so the space of pair excitations has changed.

**Q:** The space changes, but perhaps the energy hardly does. What should the answer be for H2?

**A:** Use a minimal basis, with one bonding orbital $g$ and one antibonding orbital $u$ per molecule. Let $h_p$ be the kinetic energy plus nuclear attraction of orbital $p$, and let

$$(pq|rs)=\iint p(1)q(1)\frac{e^2}{4\pi\varepsilon_0r_{12}}r(2)s(2)\,d^3r_1d^3r_2,$$

with $J_{pq}=(pp|qq)$ and $K=(gu|gu)$. The configuration $gu$ has odd parity and cannot mix with $g^2$, so the full-CI ground state contains $g^2$ and $u^2$ alone. It is therefore a DOCI state. Their energies are $2h_g+J_{gg}$ and $2h_u+J_{uu}$, with difference

$$\Delta=2(h_u-h_g)+J_{uu}-J_{gg}.$$

They differ in both electrons, so their coupling is the integral $K$. Relative to the Hartree-Fock determinant $g^2$, the state $g^2+t\,u^2$ obeys

$$Kt=E,\qquad K+\Delta t=Et.$$

Inserting $t=E/K$ gives $E^2-\Delta E-K^2=0$, and the lower root is

$$E_c=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+K^2}.$$

CCD and pCCD have the same single amplitude here and give the same energy.

For STO-3G at a bond length of 74 pm, $h_g=-34.104$, $h_u=-12.927$, $J_{gg}=18.361$ and $J_{uu}=18.984$ eV. Hence $\Delta=2(21.177)+0.623=42.977$ eV. With $K=4.931$ eV,

$$E_c=21.4885-\sqrt{461.76+24.31}=21.4885-22.0470=-0.5585\ \text{eV}.$$

The target for two molecules is $-1.1170$ eV. It is the full-CI value in this basis; the correlation that a larger basis would describe is left out.

**Q:** Do DOCI and pCCD reach that target in any orbitals?

**A:** In this minimal basis they do in orbitals localised on the molecules. Place the two molecules parallel, a distance $R$ apart, with no overlap between them. Every integral containing a product of an A orbital and a B orbital at the same point vanishes, so the Hamiltonian conserves the electron number on each molecule. For neutral molecules the $1/R$ terms cancel, and I drop the higher multipole interactions, which fall off faster.

The ground state is then the product of two H2 states. Multiplied out, it contains $g_A^2g_B^2$, $u_A^2g_B^2$, $g_A^2u_B^2$ and $u_A^2u_B^2$, all of seniority zero in localised orbitals. DOCI cannot go below full CI, and this state attains it.

For pCCD, take $T=T_A+T_B$ with the amplitude $t$ of one molecule in each part. The parts commute, so $e^T=e^{T_A}e^{T_B}$ and $e^{-T}He^{T}$ is a sum of an A term and a B term. Each satisfies its own equation, and neither can move a pair between molecules, so the charge-transfer amplitudes are zero. A sum cannot excite both molecules at once either, so the same $T$ solves the CCD equations. All three methods give

$$2E_c=\Delta-\sqrt{\Delta^2+4K^2}.$$

**Q:** And in my canonical orbitals?

**A:** By symmetry those are the sums and differences $(g_A\pm g_B)/\sqrt2$ and $(u_A\pm u_B)/\sqrt2$. At a separation of 0.4 nm, a Hartree-Fock calculation returns four orbitals that each have population 0.5000 on molecule A. At very large $R$ the splittings vanish, and a program may return any mixture within each degenerate pair.

Rotate the virtual pair by an angle $\varphi$ as well. Write $|0\rangle$ for the reference and $|D\rangle$ for the determinant with all four electrons in the $u$ orbitals. Neither changes under these rotations. Adding the two pair formulas above gives $P_{g1}+P_{g2}=P_{gA}+P_{gB}$, because the $B_g$ terms cancel, and the same holds for $u$. The uniform sum of the four pair excitations is thus the same state in every such orbital set:

$$|S\rangle=\tfrac12(P^\dagger_{uA}+P^\dagger_{uB})(P_{gA}+P_{gB})|0\rangle=\frac{|N\rangle+|C\rangle}{\sqrt2}.$$

Here $|N\rangle$ is the normalised sum of the two excitations within a molecule, and $|C\rangle$ that of the two transfers of a pair from one molecule to the other.

In $|C\rangle$ one molecule has lost both electrons and the other holds $g^2u^2$. With $v=e^2/(4\pi\varepsilon_0R)$, the charges $\pm2e$ attract with energy $-4v$. Relative to $|0\rangle$, whose energy is $4h_g+2J_{gg}$ apart from nuclear terms,

$$E_C=2h_g+2h_u+J_{gg}+J_{uu}+4J_{gu}-2K-4v-(4h_g+2J_{gg})=\Delta+2G,$$

with $G=2J_{gu}-K-2v$. The energy of $|N\rangle$ is $\Delta$, since its two parts differ in four electrons and do not couple. Number conservation forbids coupling between $|N\rangle$ and $|C\rangle$. Therefore

$$\langle S|H|S\rangle=\tfrac12\left[\Delta+(\Delta+2G)\right]=\Delta+G.$$

Each part of $|N\rangle$ couples to $|0\rangle$ with $K$, so $\langle0|H|N\rangle=2K/\sqrt2=\sqrt2K$ and $\langle0|H|S\rangle=K$. The same count gives $\langle D|H|S\rangle=K$, and $|D\rangle$ lies at $2\Delta$.

**Q:** But $|S\rangle$ is available in localised orbitals too. Where do the orbitals enter?

**A:** Through a second combination, which can cancel the charge transfer:

$$|S'\rangle=\tfrac12(P^\dagger_{u1}-P^\dagger_{u2})(P_{g1}-P_{g2})|0\rangle.$$

Subtracting the pair formulas gives

$$P_{g1}-P_{g2}=\cos2\theta\,(P_{gA}-P_{gB})+\sin2\theta\,B_g,$$

and likewise for $u$ with $\varphi$. The product of the two cosine terms contributes

$$x\,\frac{|N\rangle-|C\rangle}{\sqrt2},\qquad x=\cos2\theta\cos2\varphi.$$

The terms with one $B$ operator leave odd electron numbers on the molecules and do not couple to $|0\rangle$, $|S\rangle$ or $|D\rangle$. The term with two puts one electron in $g$ and one in $u$ on each molecule. Reaching it from $|0\rangle$, $|N\rangle$ or $|D\rangle$ takes a parity change on both molecules at once, which is the dipole-dipole interaction already dropped; from $|C\rangle$ it is forbidden by number conservation. This leaves

$$\langle0|H|S'\rangle=\langle D|H|S'\rangle=xK,\qquad \langle S|H|S'\rangle=\frac x2\left[\Delta-(\Delta+2G)\right]=-xG.$$

The two remaining pair combinations have a minus sign in one bracket only. Their parts are either odd under exchange of A and B or have odd electron numbers, so they do not couple to $|0\rangle$, $|S\rangle$ or $|D\rangle$.

In localised orbitals $x=1$, and $(|S\rangle+|S'\rangle)/\sqrt2=|N\rangle$ is free of charge transfer. In your orbitals $\theta=\varphi=45^\circ$ and $x=0$. The reference then couples to $|S\rangle$ alone, so $|N\rangle$ can enter only together with an equal weight of the charge transfer $|C\rangle$. The state $|S'\rangle$ is then the term with two $B$ operators: it is neutral, but it does not couple to the reference.

**Q:** How much energy does that cost?

**A:** For $x=0$ write the DOCI state as $|0\rangle+s|S\rangle+d|D\rangle$. Its equations are

$$Ks=E,\quad K+(\Delta+G)s+Kd=Es,\quad Ks+2\Delta d=Ed.$$

The first gives $s=E/K$ and the third $d=E/(E-2\Delta)$. Multiplying the second by $K$ and solving for the term linear in $E$,

$$E=-\frac{K^2+K^2E/(E-2\Delta)-E^2}{\Delta+G}.$$

At $R=100$ nm, $v=0.0144$ eV and $J_{gu}=18.061$ eV, so $G=36.121-4.931-0.029=31.161$ eV and $\Delta+G=74.138$ eV. The leading term is $-24.315/74.138=-0.3280$ eV. Diagonalising the full seniority-zero matrix gives $-0.3278$ eV.

For pCCD, equal amplitudes $t$ give $T|0\rangle=2t|S\rangle$. In $T^2$, $(P^\dagger_{u1}+P^\dagger_{u2})^2=2P^\dagger_{u1}P^\dagger_{u2}$, because a pair cannot be created twice in one orbital, and the $g$ factor doubles likewise. So $\tfrac12T^2|0\rangle=2t^2|D\rangle$. The energy is $E=\langle0|He^T|0\rangle=2tK$. Since $\langle S|e^{-T}=\langle S|-2t\langle0|$, projection on $|S\rangle$ gives

$$K+2t(\Delta+G)+2t^2K-2tE=0.$$

The other three projections vanish at $x=0$, so equal amplitudes are consistent. Put $2t=E/K$, so that $2t^2K=E^2/(2K)$ and $2tE=E^2/K$, and multiply by $K$:

$$K^2+(\Delta+G)E-\tfrac12E^2=0,$$
$$E=(\Delta+G)-\sqrt{(\Delta+G)^2+2K^2}=-0.3272\ \text{eV}.$$

This is the root that vanishes with $K$. Against the target of $-1.1170$ eV, DOCI is too high by 0.789 eV (76.2 kJ/mol) and recovers 29.3 % of the correlation energy; pCCD does nearly the same. These figures belong to STO-3G. In cc-pVDZ the full-CI correlation energy of the pair is $-1.887$ eV; DOCI gives $-1.375$ eV in the canonical orbitals of each separate molecule, which is additive but no longer exact, and $-0.494$ eV (26 %) in their sums and differences. The cost of delocalising is 0.60 eV in 6-31G and 0.88 eV in cc-pVDZ. To leading order in $K$ the ratio is

$$\frac{K^2/(\Delta+G)}{2K^2/\Delta}=\frac{\Delta}{2(\Delta+G)}=0.29.$$

The factor $\tfrac12$ is the halved squared coupling, and $\Delta/(\Delta+G)=0.58$ is the price of the charge transfer.

The error does not die out with distance, since $G$ tends to $2J_{gu}-K$. The ion-pair attraction is visible at shorter range: at 5 nm the delocalised DOCI energy is $-0.3302$ eV, slightly lower than at 100 nm. With delocalised orbitals the DOCI error also grows with bond length, from 0.79 eV at 74 pm to 1.41 eV at 100 pm and 3.72 eV at 150 pm.

**Q:** You rotated both spaces. My claim was about occupied orbitals.

**A:** Keep the virtuals localised, $\varphi=0$, and rotate the occupied pair alone, so that $x=\cos2\theta$. The correlation energies in eV are:

| $\theta$ | DOCI | pCCD | CCD |
|---|---|---|---|
| 0° | −1.1170 | −1.1170 | −1.1170 |
| 15° | −0.9346 | −0.9342 | −1.1170 |
| 30° | −0.5407 | −0.5400 | −1.1170 |
| 45° | −0.3278 | −0.3272 | −1.1170 |

The numerical check obtains these from the determinant Hamiltonian and the projected cluster equations, not from the formulas above.

**Q:** Then I localise the occupied orbitals and leave the virtuals canonical.

**A:** That gains nothing here. With $\varphi=45^\circ$, $x=0$ for every $\theta$, and both energies stay at their delocalised values. In that special case they are indeed insensitive to occupied rotations, at the wrong energy. Both spaces must be localised.

**Q:** Could some other delocalised set work, perhaps natural orbitals?

**A:** Not for DOCI at the full-CI energy, if the orbitals are real. In a seniority-zero state, moving one electron from orbital $q$ to a different orbital $p$ breaks pairs, so the one-particle density matrix is diagonal. The orbitals must therefore be natural orbitals of the full-CI state. Let $w_g=0.9873$ and $w_u=0.0127$ be the weights of $g^2$ and $u^2$ in one H2. The occupations are $2w_g$ for both $g$ orbitals and $2w_u$ for both $u$ orbitals. As they differ, $g$ and $u$ may not mix, but the degeneracy within each pair leaves $\theta$ and $\varphi$ open.

The wavefunction fixes them. Its component along $|N\rangle$ has weight $2w_gw_u$, and $|0\rangle$ and $|D\rangle$ are unaffected by rotation. Now $|N\rangle$ is half $|S\rangle$ and half $(|N\rangle-|C\rangle)/\sqrt2$ by weight. The first half has seniority zero at all angles. The second overlaps the rotated seniority-zero space through $|S'\rangle$ alone, with amplitude $x$. The weight lost is

$$2w_gw_u\cdot\tfrac12(1-x^2)=w_gw_u(1-x^2).$$

It vanishes when $|x|=1$, so both angles must be multiples of 90°: localised orbitals, up to labels and signs. In your orbitals the loss is 0.0125. That looks small, but it is half of the weight $2w_gw_u=0.0250$ of $|N\rangle$, the component through which the reference gains its correlation energy.

**Q:** So I let the program optimise the orbitals, and localisation takes care of itself?

**A:** It can, because full CI is a lower bound on DOCI and localised orbitals attain it, which makes them a global minimum. The starting point matters, though. Your four orbitals have different symmetries: $g$ and $u$ differ when the ends of both molecules are exchanged, and sums and differences differ when A and B are exchanged. For any two of them, some symmetry operation reverses the sign of one and not the other. It turns a rotation by $\kappa$ into one by $-\kappa$ without changing the energy. The energy is even in $\kappa$, and all six gradients vanish.

Curvature does not help along the localising direction. With $\theta=\varphi=45^\circ-\delta$, $x=\sin^22\delta\approx4\delta^2$. The state $|S'\rangle$ is coupled in proportion to $x$, so to leading order it lowers the energy by an amount proportional to $x^2\approx16\delta^4$. Doubling a small $\delta$ should multiply the drop by 16. From 2° to 4° it grows from $3.11\times10^{-5}$ to $4.86\times10^{-4}$ eV, a factor of 15.6.

A gradient optimiser started at the symmetric set can therefore stop there. Ten random displacements from it of about 0.3 rad per angle, followed by optimisation of all six rotations, all reached $-1.1170$ eV. The displacement must be large enough to leave the quartic plateau: starts of about 0.005 rad stopped at $-0.3278$ eV with a gradient threshold of $10^{-5}$ eV/rad.

**Q:** Is it optimisation or localisation that makes the method size consistent?

**A:** Localisation on the fragments. Mix $g$ and $u$ by 10° within each molecule. DOCI then gives $-29.0233$ eV for one H2 and $-58.0467$ eV for two, which is additive. Yet each molecule lies 1.92 eV above full CI, and even above its Hartree-Fock energy of $-30.3886$ eV. Additivity survives because the Hamiltonian still separates and the product of the two DOCI states still has seniority zero. Optimisation supplies the good energy.

"Localised" thus means confined to a molecule, not to an atom; the optimal $g$ and $u$ each extend over a whole H2. The argument also presumes closed-shell fragments. If the cut breaks an electron pair, the product of open-shell fragments is not a seniority-zero state in fragment orbitals.

At 0.4 nm, where your canonical orbitals are well defined, DOCI in them lies 0.755 eV above full CI for the pair. Rotating both the occupied and the virtual pair by 45° localises them, and the error falls to about 0.0001 eV. So small a remainder is special to the minimal basis. In 6-31G, localising on the canonical orbitals of each molecule lowers the error from 1.02 to 0.45 eV, the error that two separate molecules already have in those orbitals; only orbital optimisation can reduce it further.

## Numbers as computed

```
H2 bond length: 74 pm; distance R: 100 nm
h_g, h_u: -34.1043, -12.9273 eV
J_gg, J_uu, J_gu: 18.3610, 18.9841, 18.0605 eV
K: 4.9310 eV; Delta: 42.9770 eV
v: 0.0144 eV; G: 31.1612 eV; Delta + G: 74.1383 eV
One H2, Hartree-Fock energy: -30.38857 eV
One H2, full-CI energy: -30.94707 eV
One H2, correlation energy: -0.55850 eV
One H2, weights of g^2 and u^2: 0.987334, 0.012666
Twice the H2 correlation energy: -1.11700 eV
Dimer correlation energies (eV): DOCI, pCCD, CCD
  localised:   -1.11700, -1.11700, -1.11700
  delocalised: -0.32776, -0.32724, -1.11700
Delocalised DOCI error: 0.78924 eV = 76.15 kJ/mol
  correlation recovered: 29.34 %
Delocalised pCCD error: 0.78976 eV = 76.20 kJ/mol
  correlation recovered: 29.30 %
Occupied rotation, virtuals localised: DOCI, pCCD, CCD (eV)
  theta =  0 deg: -1.11700, -1.11700, -1.11700
  theta = 15 deg: -0.93457, -0.93415, -1.11700
  theta = 30 deg: -0.54067, -0.54000, -1.11700
  theta = 45 deg: -0.32776, -0.32724, -1.11700
Delocalised DOCI at R = 5 nm: -0.33018 eV
Full-CI weight lost, delocalised orbitals: 0.012506
Weight of S in delocalised DOCI: 0.004399
Charge variance on A, delocalised DOCI: 0.008797 e^2
Largest orbital gradient there: 1.1e-11 eV/rad
Energy drop for 2 and 4 deg: 3.113e-05, 4.862e-04 eV
Ratio of the drops: 15.62
Best optimised DOCI correlation energy: -1.11700 eV
Displaced starts reaching the minimum: 10 of 10
Fragment orbitals with g and u mixed by 10 deg, DOCI:
  one H2: -29.02333 eV; dimer: -58.04665 eV
  error per H2 against full CI: 1.92374 eV
Delocalised DOCI error at longer bonds:
  bond 74 pm: 0.7892 eV
  bond 100 pm: 1.4091 eV
  bond 150 pm: 3.7212 eV
Canonical orbitals at R = 0.4 nm, populations on A:
  0.5000, 0.5000, 0.5000, 0.5000
  DOCI error, canonical: 0.75497 eV
  DOCI error, localised: 0.000134 eV
```
